# Binomial leaps for irreversible adsorption on independent sites

## One site

Take a single empty site that fills at a constant rate $k$ and never empties again. Its probability $S(t)$ of still being empty obeys

$$\frac{dS}{dt}=-kS,\qquad S(0)=1,\qquad S(t)=e^{-kt}.$$

If it is empty at $t$, the probability that it is still empty a time $\tau$ later is

$$\frac{S(t+\tau)}{S(t)}=\frac{e^{-k(t+\tau)}}{e^{-kt}}=e^{-k\tau}.$$

The age $t$ has dropped out. A simulation may therefore advance the site by any step $\tau\ge 0$ with one random decision: fill it with probability $p=1-e^{-k\tau}$.

A Poisson leap instead draws a number of adsorption events $K$ with mean $x=k\tau$. It can return two events for one site, with probability

$$P(K\ge2)=1-e^{-x}-xe^{-x}=\frac{x^2}{2}+O(x^3).$$

A smaller step makes this impossible outcome rarer but does not remove it.

## Many sites

Let $n$ sites be empty at the start of a step. Assume that they are equivalent (same $k$), independent (no site's rate depends on another site), and irreversible. Each remains empty with probability $q=e^{-k\tau}$. The number $j$ that fill is then a count of independent trials with equal success probability:

$$P(j\mid n)=\binom{n}{j}p^{\,j}(1-p)^{n-j},\qquad p=1-e^{-k\tau}. \tag{1}$$

This must agree with the master equation for the number $m$ of empty sites,

$$\frac{dP_m}{d\tau}=k(m+1)P_{m+1}-kmP_m. \tag{2}$$

To verify it, write (1) as $P_m=\binom{n}{m}q^m(1-q)^{n-m}$ and use $dq/d\tau=-kq$:

$$\frac{dP_m}{d\tau}=-kq\binom{n}{m}\left[mq^{m-1}(1-q)^{n-m}-(n-m)q^m(1-q)^{n-m-1}\right].$$

The first term is $-kmP_m$. The second is $+k(n-m)\binom nm q^{m+1}(1-q)^{n-m-1}$. Since $(n-m)\binom nm=(m+1)\binom n{m+1}$, it equals $k(m+1)P_{m+1}$, which completes (2). No expansion in $\tau$ was made.

As a numerical check, the transition probabilities for up to 12 empty sites were compared with the matrix exponential of (2) at $k\tau=0.05$, $0.7$, $2$ and $6$. The largest absolute difference was $7.8\times10^{-16}$.

### Successive leaps

A site survives two steps with probability $e^{-k\tau_1}e^{-k\tau_2}=e^{-k(\tau_1+\tau_2)}$, so two leaps have the same final law as one long leap. Because the future depends on the past only through the present set of empty sites, the chain of leaps also has the correct joint law at all leap times.

For example, start with $N$ empty sites and set $q_i=e^{-kt_i}$, $t_1\le t_2$. Given $n_1$, the mean of $n_2$ is $(q_2/q_1)n_1$. Hence

$$\operatorname{Cov}(n_1,n_2)=\frac{q_2}{q_1}\operatorname{Var}(n_1)
=\frac{q_2}{q_1}Nq_1(1-q_1)=Nq_2(1-q_1).$$

Steps may be unequal or chosen from the states already recorded. They may not be chosen using knowledge of future fillings.

### Which sites fill

A particular set of $j$ empty sites is the set that fills with probability $p^j(1-p)^{n-j}$. Dividing by (1) gives $1/\binom nj$, the same for every set of that size. On a lattice one therefore draws $j$ first and then picks $j$ distinct empty sites uniformly.

### A prescribed time-dependent rate

If $k(t)$ is a given function, the survival equation integrates to

$$p=1-e^{-H},\qquad H=\int_t^{t+\tau}k(t')\,dt'. \tag{3}$$

The binomial law (1), the composition of leaps, the covariance (with $q_i$ the survival probability up to $t_i$) and the choice of sites all hold with $k\tau$ replaced by $H$. The start time no longer drops out, because $H$ depends on $t$ as well as on $\tau$.

## Pseudocode

The array `V` holds the empty sites in its first `n` places.

```
input: V, n, increasing leap times t[0..M], rate integral H(a,b)
for i = 1 to M:
    h = H(t[i-1], t[i])            # k*(t[i]-t[i-1]) if k is constant
    p = -expm1(-h)
    j = binomial(n, p)
    repeat j times:
        r = random integer from 0 to n-1
        mark site V[r] as filled
        V[r] = V[n-1]
        n = n - 1
    record t[i], n, and the lattice if needed
```

Moving the last empty site into the vacated place prevents a second selection. The function `expm1` avoids the cancellation in $1-e^{-h}$ at small $h$. When $h$ is so large that $p$ rounds to one, rare survivors are better kept by drawing their number from Binomial$(n,e^{-h})$ and setting $j$ to the remainder. This matters only for enormous $n$: at $h=37.5$, 400 sites have about $2\times10^{-14}$ expected survivors.

The scheme does not record when events happened inside a leap. If needed, each filled site can be given a time afterwards. For constant $k$, the time $s$ since the start of the leap has the conditional distribution $(1-e^{-ks})/p$. Setting this equal to a uniform random number $U$ gives $s=-\ln(1-pU)/k$, independently for each filled site.

## Cost and stability

If only the count is wanted, the cost is one binomial draw per leap, and a single leap reaches any final time. On a lattice, each site is marked at most once, so $M$ leaps need $M$ binomial draws and at most $N$ site updates, besides the initial list and any output.

The mean obeys $\langle n_{i+1}\rangle=e^{-k\tau}\langle n_i\rangle$. The factor lies between 0 and 1 for every positive $k\tau$, and each draw satisfies $0\le j\le n$. There is no stability limit on the step. Its length is set by how often output is wanted.

## What a Poisson leap counts

A Poisson leap freezes the total rate at $nk$ and draws $K$ with mean $nx$. Since a Poisson variable has no upper bound, $P(K>n)>0$ for every $n\ge1$ and $x>0$.

The relation to the correct result becomes clear if the $K$ events are treated as attempts thrown at random onto the $n$ sites. The probability that site $i$ receives $a_i$ attempts, with $\sum_i a_i=K$, is

$$e^{-nx}\frac{(nx)^K}{K!}\;\frac{K!}{\prod_i a_i!}\,\frac1{n^K}
=\prod_{i=1}^{n}e^{-x}\frac{x^{a_i}}{a_i!}.$$

The sites thus receive independent Poisson numbers of mean $x$. Each is hit at least once with probability $1-e^{-x}$, so the number $D$ of distinct sites hit follows (1). The binomial leap counts sites hit; the Poisson leap counts hits, including repeats on a site that the first hit has filled.

Clamping $K$ to $n$ prevents negative counts but leaves the repeats in. Because $D\le\min(K,n)$,

$$\langle\min(K,n)\rangle\ge\langle D\rangle=n(1-e^{-x}).$$

For $n\ge2$ the inequality is strict: two attempts can land on one site, giving $D=1$ but $\min(K,n)=2$. For $n=1$ the two are equal, and clamping gives the correct law.

### Small steps

While clamping is negligible, the Poisson mean is multiplied by $1-x$ per step. After $M=t/\tau$ steps,

$$\ln\frac{\langle n\rangle}{N}=M\ln(1-x)=-kt-\frac{kt\,x}{2}-\frac{kt\,x^2}{3}-\cdots$$

Relative to the exact mean $Ne^{-kt}$, the number of empty sites is too small by the fraction $kt\,x/2$ to leading order, which requires $kt\,x$ as well as $x$ to be small. For 50 sites, $x=0.01$ and $kt=1$, the estimate is 0.005 and the computed deficit is 0.00502.

The chance of an overdraw at some time before all sites are full has a different origin. For small $x$ at fixed $N$, a state with $n$ empty sites is left with probability about $nx$ per step, and overdrawn with probability about $(nx)^{n+1}/(n+1)!$. The chance that the departure is an overdraw is the ratio

$$\frac{(nx)^n}{(n+1)!}.$$

This is $x/2$ for $n=1$, $2x^2/3$ for $n=2$, and of higher order for larger $n$. The state $n=1$ is itself missed with a probability of order $x$. The total is therefore $x/2+O(x^2)$, dominated by the last site. For 50 sites and $x=0.01$ the computed chance is 0.00501.

### A bounded but approximate alternative

A binomial draw with $p=k\tau$ cannot overdraw, but it requires $k\tau\le1$ and replaces $1-e^{-k\tau}$ by its first-order term. Its mean is $N(1-k\tau)^M$, with the same leading bias as above. Boundedness alone does not make a leap exact.

## Worked example: a precursor pulse

Consider trimethylaluminium adsorbing on a hydroxylated oxide at 473 K. The monomer pressure is 0.05 Torr, the initial sticking probability $s=0.002$, and the density of adsorption slots $\sigma=4\ \mathrm{nm^{-2}}$. A slot holds one molecule. A patch of 10 nm by 10 nm has $N=400$ slots.

For a Maxwellian gas of density $P/k_BT$ and molecular mass $m$, the flux onto a surface is

$$\Phi=\frac{P}{k_BT}\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv
=\frac{P}{\sqrt{2\pi mk_BT}},$$

because the integral equals $\sqrt{k_BT/2\pi m}$. With $m=72.1$ u this gives $9.511\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$. The rate per empty slot is

$$k=\frac{s\Phi}{\sigma}=\frac{0.002\times9.511\times10^4}{4}\ \mathrm{s^{-1}}=47.6\ \mathrm{s^{-1}}.$$

A 60 ms pulse is divided into three leaps of 20 ms. Then $k\tau=0.951$, $p=0.614$ and $kt=2.853$. The final coverage is $1-e^{-2.853}=0.942$. The number of empty slots has mean $400e^{-2.853}=23.1$ and standard deviation $\sqrt{400\times0.942\times0.058}\approx4.7$.

One lattice run filled 246, 103 and 30 slots, leaving 21. Over 5000 runs, binomial leaping gave a mean of 23.02 empty slots and event-by-event simulation 23.22. The standard error of each mean is $4.66/\sqrt{5000}=0.07$, so the second lies about 2.3 standard errors above the exact 23.06. That is a somewhat large sampling fluctuation; the evidence for exactness is the derivation and the matrix comparison, not these averages.

The first Poisson leap requests $400\times0.951=380$ slots on average, with standard deviation $\sqrt{380}\approx20$. The limit of 400 is only one standard deviation away, and the overdraw chance is 0.15. One run, selected because it failed, requested 401. Over the whole pulse the chance of at least one overdraw is 0.59.

With the pulse held at 60 ms, clamped Poisson leaping gives:

| Step (ms) | Mean empty slots | Overdraw chance in pulse |
|---:|---:|---:|
| 20 | 0.41 | 0.59 |
| 10 | 8.3 | 0.005 |
| 5 | 15.4 | $5\times10^{-6}$ |
| 2 | 20.0 | $2\times10^{-9}$ |

The exact mean is 23.1 throughout. At 10 ms overdraws are rare, yet nearly two thirds of the slots that should remain empty have been filled. An absence of negative counts is therefore no evidence of accuracy. At 2 ms, $x=0.095$, and the leading estimate of the relative deficit is $2.853\times0.095/2=0.136$; the computed value is $1-19.95/23.06=0.135$. The match is closer than the order of the estimate warrants, because two neglected terms nearly cancel: the higher terms of the logarithm raise 0.136 to 0.145, and $1-e^{-0.145}=0.135$.

The binomial draw with $p=k\tau$ leaves on average $400(1-0.951)^3=0.05$ slots at the 20 ms step. It never overdraws, but its coverage error is as serious as that of the clamped Poisson leap.

## Where the model fails

The pressure, sticking probability and slot density are rough values for such a process, not a fit to a reactor. Real trimethylaluminium can react with more than one hydroxyl group, and its remaining methyl groups crowd neighbouring sites. Independence is thus a doubtful assumption for this process. Each estimate below changes one assumption, holds the other inputs and the 60 ms pulse fixed, and is to be compared with a coverage of 0.942.

- **Neighbour hindrance.** Suppose each occupied neighbour on a square lattice raises the barrier by 0.02 eV, an assumed value. This multiplies the rate by 0.61 per neighbour, and a small-step lattice simulation gives a coverage of about 0.68. On a periodic 3 by 3 lattice the same method gave 0.681, against 0.679 from the master equation. Equation (1) no longer applies; event-by-event simulation or small steps are needed.

- **Unequal sites.** If half the slots have rate $0.5k$ and half $1.5k$, the coverage is $1-(e^{-0.5kt}+e^{-1.5kt})/2=0.873$. One binomial draw per class restores exactness; one draw at the average rate does not.

- **Pressure rise.** For $k(t)=k(1-e^{-t/t_r})$ with $t_r=10$ ms, equation (3) gives $H=k[t-t_r(1-e^{-t/t_r})]$ and a coverage of 0.907. The leap remains exact.

- **Gas depletion.** Let the gas diffuse through a layer of thickness $L=1$ cm with diffusivity $D_g=150\ \mathrm{cm^2/s}$, a rough value for a carrier gas near 1 Torr. Let $y$ be the empty fraction, $\bar v$ the mean molecular speed, and $c_b$ and $c_s$ the gas densities outside the layer and at the surface. In a steady layer, supply equals uptake: $D_g(c_b-c_s)/L=s\bar v c_s y/4$. Hence $c_s=c_b/(1+\beta y)$, with $\beta=s\bar vL/4D_g=0.124$. Integrating $dy/dt=-ky/(1+\beta y)$ gives $-\ln y+\beta(1-y)=kt$ and a coverage of 0.935. The layer time $L^2/D_g\approx7$ ms is not negligible against $1/k=21$ ms. Time-dependent diffusion gives 0.935 to within 0.001 if the layer already holds precursor when the pulse starts, but about 0.924 if it starts empty. The rate now depends on coverage, which couples the sites through the gas. A 1 cm layer, however, responds to the mean coverage of a macroscopic area. For a 400-slot patch, $k/(1+\beta y(t))$ is then in effect a given function of time, and the leap with (3) still applies once $y(t)$ is known. Equation (1) fails when the simulated sites themselves set the local gas density.

- **Desorption.** An assumed barrier of 1.5 eV and attempt frequency of $10^{13}\ \mathrm{s^{-1}}$ give a desorption rate of about $10^{-3}\ \mathrm{s^{-1}}$. It lowers the coverage by $2\times10^{-5}$ during the pulse, but removes 0.5% of the adsorbed molecules in a 5 s purge. The exponential dependence on the barrier makes this estimate sensitive to the assumed 1.5 eV: a barrier of 1.1 eV would give a rate of about $19\ \mathrm{s^{-1}}$ and a coverage of 0.70 at the end of the pulse, and the 5 s purge would then remove essentially all of it.

With the values assumed here, neighbour hindrance moves the result furthest. The order depends on those values: at 0.005 eV per neighbour the coverage is about 0.88, a smaller change than for unequal sites, and a desorption barrier near 1.1 eV would lower the coverage at the end of the pulse about as much as the 0.02 eV hindrance, and far more after a purge. The leap is exact for its stated stochastic model, and that exactness says nothing about whether the sites of a real surface are independent. The numerical output below gives the inputs and the main results.

## Computed results

```
Largest transition-probability error: 7.8e-16
Temperature: 473 K
Precursor pressure: 0.05 Torr
Molecular mass: 72.1 u
Initial sticking probability: 0.002
Slot density: 4.0 nm^-2
Patch side: 10 nm; slots: 400
Impingement flux: 9.511e+04 nm^-2 s^-1
Adsorption rate k per slot: 47.554 s^-1
Leap: 20 ms; number of leaps: 3
k*tau: 0.9511; k*pulse: 2.8533
Binomial fill probability per leap: 0.6137
Exact final coverage: 0.9423
Exact empty slots: mean 23.06, sd 4.66
Samples per exact method: 5000
Binomial leaps, empty: mean 23.02, sd 4.66
Event simulation, empty: mean 23.22, sd 4.69
Lattice run, slots filled per leap: 246 103 30
Lattice run, final empty slots: 21
Poisson mean request in first leap: 380.43 slots
Poisson overdraw chance, first leap: 0.1519
Poisson overdraw chance, whole pulse: 0.5871
Sampled overdraw fraction (20000 runs): 0.5818
Selected bad first request: 401 from 400 slots
Clamped Poisson, empty: mean 0.41, sd 0.98
Binomial with p=k*tau, mean empty: 0.047
Poisson steps: ms | mean empty | overdraw in pulse | before full
  20 | 0.413 | 5.87e-01 | 0.6855
  10 | 8.332 | 5.42e-03 | 0.2632
   5 | 15.385 | 4.83e-06 | 0.1243
   2 | 19.951 | 2.21e-09 | 0.0483
Small-step test, k*tau=0.01, 50 sites:
  relative deficit of empty sites at kt=1: 0.00502
  overdraw chance before full: 0.00501
Neighbour barrier increase: 0.02 eV
Rate factor per occupied neighbour: 0.6122
3x3 hindered coverage: exact 0.6792, sample 0.6811
Coverage with neighbour hindrance: 0.678
Coverage with half 0.5k, half 1.5k: 0.8730
Diffusion layer: 1.0 cm; diffusivity: 150 cm^2/s
Depletion number (uptake/diffusion): 0.1242
Coverage with gas depletion: 0.9352
Pressure rise time: 10 ms
Coverage with pressure rise: 0.9073
Desorption: barrier 1.5 eV, attempts 1e+13 s^-1
Desorption rate: 1.041e-03 s^-1
Coverage change by desorption in pulse: -1.70e-05
Fraction desorbed in 5 s purge: 5.193e-03
```
